# Angular terms and Cauchy pressure in the angular-dependent potential

In a model fcc crystal with lattice constant 3.950 Å, two terms of the energy, $\tfrac12\lambda{:}\lambda$ and $\nu^2/6$, each amount to 1.267 eV per atom and enter with opposite signs, so that together they contribute nothing. Yet these same terms change the Cauchy pressure $C_{12}-C_{44}$ from 0.317 to −0.145 eV/Å$^3$, that is, from 50.7 to −23.2 GPa, while the bulk modulus stays at 0.751 eV/Å$^3$. A contribution that is absent from the energy, the pressure and the compressibility thus reverses the sign of an elastic combination.

The energy is that of Mishin's angular-dependent potential, which adds dipole and quadrupole terms to the embedded-atom form:

$$
E=\frac12\sum_{i\ne j}\Phi(r_{ij})+\sum_iF(\rho_i)+\frac12\sum_i|\boldsymbol\mu_i|^2+\frac12\sum_i\lambda_i{:}\lambda_i-\frac16\sum_i\nu_i^2 .
$$

Here $\rho_i=\sum_j\rho(r_{ij})$, and with $\mathbf r$ the vector from atom $i$ to atom $j$,

$$
\mu_i^\alpha=\sum_j u(r)\,r_\alpha,\qquad \lambda_i^{\alpha\beta}=\sum_j w(r)\,r_\alpha r_\beta,\qquad \nu_i=\sum_\alpha\lambda_i^{\alpha\alpha}.
$$

The double dot means the sum over products of all nine components. The algebra holds in any consistent units; numbers are in eV and Å. With several species the radial functions depend on the species of the pair, which changes nothing in the symmetry argument.

The tensor $\lambda$ splits into an isotropic part and a traceless part $Q=\lambda-(\nu/3)I$. Since $Q{:}I=0$ and $I{:}I=3$,

$$
\lambda{:}\lambda=Q{:}Q+\frac{\nu^2}{9}\,I{:}I=Q{:}Q+\frac{\nu^2}{3},
\qquad
\frac12\lambda{:}\lambda-\frac{\nu^2}{6}=\frac12Q{:}Q .
$$

The angular energy is therefore a sum of squares, $\frac12|\boldsymbol\mu|^2+\frac12Q{:}Q$ per atom. It is never negative, and it vanishes when $\boldsymbol\mu=0$ and $Q=0$ on every site.

Whether this happens is decided by the symmetry of the site, not by that of the crystal as a whole. Suppose that the point group of the site is one of the five cubic groups $T$, $T_h$, $O$, $T_d$, $O_h$. All of them contain the twofold rotations about $x$, $y$ and $z$ and the threefold rotation that permutes $x\to y\to z\to x$. These operations map the neighbours onto each other and preserve distance and species, so $\boldsymbol\mu$ and $\lambda$ must be unchanged by them. The rotation about $z$ reverses $\mu_x$, $\mu_y$, $\lambda_{xz}$ and $\lambda_{yz}$; the rotation about $x$ reverses $\mu_z$ and $\lambda_{xy}$. All these components are zero. The threefold rotation makes the diagonal elements of $\lambda$ equal. Hence

$$
\boldsymbol\mu=0,\qquad \lambda=\frac{\nu}{3}I,\qquad Q=0 .
$$

The quadrupole tensor itself does not vanish: in the fcc example $\lambda_{xx}=0.919$ eV$^{1/2}$ and $\nu=2.757$ eV$^{1/2}$. What vanishes is its traceless part, and with it the energy.

A hydrostatic strain multiplies all interatomic vectors by one factor and preserves the site groups, so the result holds at every volume. No internal displacement interferes, because the total force on an atom at a cubic site is a vector invariant under the site group and is therefore zero. A numerical test on simple cubic, bcc, fcc and diamond structures, each at three volumes, found no angular energy above $2.2\times10^{-16}$ eV per atom, which is rounding error.

Cubic symmetry of the crystal alone is not sufficient. Every non-cubic crystallographic point group maps some axis $\mathbf n$ onto itself, up to sign, and so permits a traceless tensor proportional to $\mathbf n\mathbf n-I/3$. A polar group also permits a dipole. An example is a crystal of space group $P2_13$ with one species at $(x,x,x)$ and the three equivalent positions. The crystal is cubic, but each site has just a threefold axis. For a cell edge of 4 Å and $x=0.10$, the dipole energy is 0.024 and the quadrupole energy 0.146 eV per atom. The site tensors $\boldsymbol\mu_i$ and $Q_i$ sum to zero over the cell, as the symmetry of the whole crystal demands, but their squares do not. From here on all sites are taken to be cubic.

Because the angular energy is quadratic in quantities that vanish in the reference crystal, its first derivative with respect to any strain or atomic displacement is zero there. The angular terms exert no force and no stress, and they leave the equilibrium volume unchanged. Their second derivatives need not vanish, and for these it suffices to know $\boldsymbol\mu$ and $Q$ to first order.

Consider first a crystal with one atom per primitive cell. Every neighbour at $\mathbf r$ has a partner at $-\mathbf r$, and a homogeneous deformation keeps the two opposite. Their contributions to $\boldsymbol\mu$ cancel, so the dipole term is zero under any homogeneous strain, not merely a hydrostatic one. Only the quadrupole remains.

Under a small symmetric strain $\varepsilon$, with summation over repeated indices,

$$
\delta r_\alpha=\varepsilon_{\alpha\gamma}r_\gamma,\qquad \delta r=\frac{r_\gamma\varepsilon_{\gamma\delta}r_\delta}{r}.
$$

Varying $w(r)r_\alpha r_\beta$ gives

$$
\delta\lambda_{\alpha\beta}=\varepsilon_{\gamma\delta}\sum\frac{w'}{r}r_\alpha r_\beta r_\gamma r_\delta
+\varepsilon_{\alpha\gamma}\sum w\,r_\gamma r_\beta+\varepsilon_{\beta\gamma}\sum w\,r_\alpha r_\gamma .
$$

Each of the last two sums is $(\nu/3)$ times the unit tensor, so together these terms give $(2\nu/3)\varepsilon_{\alpha\beta}$. In the first sum, the twofold rotations require the numbers of $x$, $y$ and $z$ indices to have the same parity. As there are four indices, all three numbers are even. The threefold rotation then leaves two independent values,

$$
A=\sum\frac{w'}{r}x^4,\qquad B=\sum\frac{w'}{r}x^2y^2 .
$$

For a diagonal element,

$$
\delta\lambda_{xx}=A\varepsilon_{xx}+B(\varepsilon_{yy}+\varepsilon_{zz})+\frac{2\nu}{3}\varepsilon_{xx}
=P\varepsilon_{xx}+B\,\mathrm{tr}\,\varepsilon,\qquad P=A-B+\frac{2\nu}{3}.
$$

For an off-diagonal element, the index pairs $xy$ and $yx$ both contribute:

$$
\delta\lambda_{xy}=2B\varepsilon_{xy}+\frac{2\nu}{3}\varepsilon_{xy}=S\varepsilon_{xy},\qquad S=2B+\frac{2\nu}{3}.
$$

The trace of $\delta\lambda$ is $(P+3B)\,\mathrm{tr}\,\varepsilon$. Subtracting one third of it from the diagonal leaves $\delta Q_{xx}=Pe_{xx}$, where $e=\varepsilon-\frac13(\mathrm{tr}\,\varepsilon)I$ is the strain without its hydrostatic part. With $\Omega$ the volume per atom, the quadrupole energy per volume is

$$
W_Q=\frac{1}{2\Omega}\left[P^2(e_{xx}^2+e_{yy}^2+e_{zz}^2)+2S^2(\varepsilon_{xy}^2+\varepsilon_{yz}^2+\varepsilon_{zx}^2)\right],
$$

where the factor 2 counts $Q_{xy}$ and $Q_{yx}$.

Elastic constants are defined here as second derivatives of the energy per reference volume with respect to the Lagrangian strain $\eta=\varepsilon+\frac12\varepsilon^2$. Since $W_Q$ begins at second order, replacing $\varepsilon$ by $\eta$ does not alter its quadratic part. The quadratic energy of a cubic crystal is

$$
W=\frac{C_{11}}2\sum_\alpha\eta_{\alpha\alpha}^2+C_{12}(\eta_{xx}\eta_{yy}+\eta_{yy}\eta_{zz}+\eta_{zz}\eta_{xx})+2C_{44}(\eta_{xy}^2+\eta_{yz}^2+\eta_{zx}^2).
$$

For a traceless diagonal strain the sum of products equals $-\frac12\sum\eta_{\alpha\alpha}^2$, so that $W=C'\sum\eta_{\alpha\alpha}^2$ with $C'=(C_{11}-C_{12})/2$. Comparison with $W_Q$ gives

$$
\Delta C'=\frac{P^2}{2\Omega},\qquad \Delta C_{44}=\frac{S^2}{2\Omega}.
$$

The bulk modulus $\mathcal K=(C_{11}+2C_{12})/3$ does not change, because $W_Q$ is zero for hydrostatic strain. Combining $\Delta C_{11}+2\Delta C_{12}=0$ with $\Delta C_{11}-\Delta C_{12}=P^2/\Omega$ yields

$$
\Delta C_{11}=\frac{2P^2}{3\Omega},\qquad \Delta C_{12}=-\frac{P^2}{3\Omega},\qquad
\Delta(C_{12}-C_{44})=-\frac{P^2}{3\Omega}-\frac{S^2}{2\Omega}.
$$

Both shear constants rise or stay the same, and the Cauchy pressure falls or stays the same, whatever the sign of $w$.

The size of the shift depends on how fast $w$ varies. For fcc with nearest neighbours alone, the twelve vectors have components $\pm r/\sqrt2$ along two axes. Eight of them have $x\neq0$, which gives $A=8(r^4/4)w'/r=2r^3w'$; four have both $x$ and $y$ nonzero, which gives $B=r^3w'$; and $\nu=12wr^2$. With $m=-rw'/w$,

$$
P=(8-m)\,wr^2,\qquad S=(8-2m)\,wr^2 .
$$

A function that locally falls as $r^{-8}$ leaves $C'$ unchanged, and one that falls as $r^{-4}$ leaves $C_{44}$ unchanged. In this limit the two shifts cannot vanish together unless both $w$ and $w'$ vanish at the neighbour distance, since $P=8wr^2+r^3w'$ and $S=8wr^2+2r^3w'$.

The embedded-atom part of the Cauchy pressure follows from $r^2=R^2+2R_\alpha\eta_{\alpha\beta}R_\beta$, where $\mathbf R$ is the undeformed vector. For any radial function $g$,

$$
\frac{\partial g}{\partial\eta_{\alpha\beta}}=\frac{g'}{r}R_\alpha R_\beta,\qquad
\frac{\partial^2g}{\partial\eta_{\alpha\beta}\partial\eta_{\gamma\delta}}=\frac1r\frac{d}{dr}\!\left(\frac{g'}{r}\right)R_\alpha R_\beta R_\gamma R_\delta .
$$

Applied to $\frac12\sum\Phi+F(\rho)$, this gives

$$
\Omega\,C_{\alpha\beta\gamma\delta}=\sum\frac1r\frac{d}{dr}\!\left(\frac{\Phi'/2+F'\rho'}{r}\right)R_\alpha R_\beta R_\gamma R_\delta+F''V^2\delta_{\alpha\beta}\delta_{\gamma\delta},\qquad V=\sum\frac{\rho'x^2}{r},
$$

with $F'$ held constant in the radial derivative. The first term is the same for the indices $xxyy$ and $xyxy$ and cancels from $C_{12}-C_{44}$. The second contributes to $C_{12}$ but not to $C_{44}$. With the quadrupole shift added,

$$
C_{12}-C_{44}=\frac1\Omega\left[F''V^2-\frac{P^2}{3}-\frac{S^2}{2}\right].
$$

For convex embedding, $F''>0$, the embedded-atom part alone cannot give a negative value. The quadrupole term can, once $P^2/3+S^2/2$ exceeds $F''V^2$.

The example uses functions of the form $c\,e^{-k(r/r_0-1)}(1-r^2/r_c^2)^3$, which are zero beyond $r_c=5.5$ Å, with $r_0=2.8$ Å and $F=-1.5\sqrt\rho$ eV. The amplitudes $c$ and decay rates $k$ are round values that represent no particular material; $(c,k)$ is $(0.4\text{ eV},10)$ for $\Phi$, $(1,5)$ for $\rho$, $(0.1\text{ eV}^{1/2}/\text{Å},10)$ for $u$ and $(0.07\text{ eV}^{1/2}/\text{Å}^2,10)$ for $w$. At zero pressure $\Omega=15.41$ Å$^3$, and the lattice sums, in eV$^{1/2}$, are

$$
P=-5.603+2.760+\tfrac23(2.757)=-1.005,\qquad S=2(-2.760)+\tfrac23(2.757)=-3.681 .
$$

They give $\Delta C'=1.010/30.82=0.033$ and $\Delta C_{44}=13.55/30.82=0.440$ eV/Å$^3$. The constant $C'$ rises from 0.130 to 0.162 and $C_{44}$ from 0.348 to 0.788 eV/Å$^3$. With $F''=0.03295$ eV and $V=-12.17$, the embedded-atom Cauchy pressure is $0.03295\times148.1/15.41=0.317$ eV/Å$^3$. The shift is $-0.022-0.440=-0.462$ eV/Å$^3$, or −74.0 GPa, and the sum is the negative value quoted at the start. Second differences of the energy under finite strain, taken without these formulas, agree with them.

The nearest-neighbour limit explains why $C_{44}$ changes so much more than $C'$. At $r=3.950/\sqrt2=2.793$ Å the chosen $w$ has $m=12.1$ and $wr^2=0.229$ eV$^{1/2}$, so that $P\approx-0.93$ and $S\approx-3.69$ eV$^{1/2}$, close to the full sums. The factor $8-2m$ is about four times $8-m$, and the shifts contain the squares. The factor is this large because $m$ lies not far above 8, where $P$ vanishes; for a much steeper $w$ it falls towards two.

Since $P$ and $S$ are proportional to the amplitude of $w$, the Cauchy pressure changes sign at $0.07\sqrt{0.317/0.462}=0.058$ eV$^{1/2}$/Å$^2$. The equilibrium volume and the bulk modulus are the same for all amplitudes, so once these two have been fitted, $w$ can be used to raise the shear constants, though not to lower them.

Under pressure the definition of the elastic constants matters. Let $p$ be the pressure in the reference state. The Cauchy stress is $\sigma=J^{-1}\mathcal F\,T\,\mathcal F^{\mathsf T}$, with $\mathcal F=I+\varepsilon$, $J=\det\mathcal F$ and $T=-pI+C{:}\eta$. To first order,

$$
\sigma=-p\,(1-\mathrm{tr}\,\varepsilon)I-2p\,\varepsilon+C{:}\varepsilon .
$$

The response of $\sigma_{xx}$ to $\varepsilon_{yy}$ is $C_{12}+p$, and that of $\sigma_{xy}$ to $2\varepsilon_{xy}$ is $C_{44}-p$. The stress–strain constants thus have a Cauchy difference larger by $2p$. The quadrupole shift is the same in both definitions, because the quadrupole term contributes nothing to $p$.

With the lattice constant reduced by 5% to 3.753 Å, the pressure is 0.181 eV/Å$^3$ and the shift grows from −0.462 to −1.182 eV/Å$^3$. The nearest-neighbour formulas again account for this: $wr^2$ rises to 0.376 eV$^{1/2}$ while $m$ falls only to 11.3, which gives about −1.18 eV/Å$^3$. The Lagrangian difference $C_{12}-C_{44}$ is −0.797 eV/Å$^3$, and the stress–strain difference is $-0.797+2(0.181)=-0.434$ eV/Å$^3$.

When the primitive cell holds several atoms, the dipole can take part in shear, and the sublattices can shift against each other. The diamond structure shows both effects. Its sites have the group $T_d$, which lacks inversion. To first order in strain

$$
\delta\mu_\alpha=\varepsilon_{\gamma\delta}\sum\frac{u'}{r}r_\alpha r_\gamma r_\delta+\varepsilon_{\alpha\gamma}\sum u\,r_\gamma .
$$

The last sum is zero, being an invariant vector, and in the first the twofold rotations leave just the products $xyz$. A diagonal strain therefore induces no dipole. It also preserves the twofold rotations about $x$, $y$ and $z$ at each site, so the force on every atom stays zero and the sublattices do not shift, and $\Delta C'=P^2/(2\Omega)$ still holds. A shear $\varepsilon_{xy}=e$ gives $\mu_z=2Ge$ with $G=\sum(u'/r)xyz$.

Now let the second sublattice also move by $s$ along $z$ relative to the first. For an atom of the first sublattice, the vectors to the second change by $\delta z=s$ and $\delta r=sz/r$. Hence

$$
\mu_z=2Ge+Ks,\qquad \lambda_{xy}=Se+Hs,
$$

$$
K=\sum{}^{'}\!\left(u+\frac{u'z^2}{r}\right),\qquad H=\sum{}^{'}\frac{w'}{r}xyz,
$$

where the primed sums run over the other sublattice. The remaining components of $\boldsymbol\mu$ and $Q$ stay zero by the twofold rotation about $z$ and the parity rules above. Around an atom of the second sublattice the surroundings are inverted and the relative shift is $-s$. This reverses $\mu_z$ and leaves $\lambda_{xy}$ as it was. Both kinds of atom have the angular energy

$$
\frac12(2Ge+Ks)^2+(Se+Hs)^2=\frac12\left(\Delta a\,e^2+2\Delta b\,es+\Delta c\,s^2\right),
$$

$$
\Delta a=4G^2+2S^2,\qquad \Delta b=2GK+2SH,\qquad \Delta c=K^2+2H^2 .
$$

Let $a$, $b$, $c$ be the totals including the embedded-atom part. The elastic energy per atom is $2\Omega C_{44}e^2$. At $s=0$ this gives $C_{44}=a/(4\Omega)$, hence a clamped shift $(S^2+2G^2)/(2\Omega)$. If $c>0$, the energy is lowest at $s=-be/c$, and

$$
C_{44}=\frac{1}{4\Omega}\left(a-\frac{b^2}{c}\right).
$$

With the parameters of the fcc example, the diamond structure has zero pressure at a lattice constant of 6.028 Å. The clamped $C_{44}$ consists of 0.1515 from the embedded-atom part, 0.1515 from the dipole and 0.1812 eV/Å$^3$ from the quadrupole. The agreement of the first two is no identity, since the dipole part scales with the square of the amplitude of $u$ and the other does not depend on it. After relaxation, $C_{44}$ is −0.027 without the angular terms and 0.003 eV/Å$^3$ with them.

The clamped shift of 0.333 is thus reduced to a relaxed shift of 0.030 eV/Å$^3$. The reason lies in the nearest bonds, whose components are $\pm d$ with $d=a_0/4=1.507$ Å, $a_0$ being the lattice constant. Their change in length is $(2exy+sz)/r$, and since $xy=dz$ for each of them, it vanishes at $s=-2de$. The steep derivatives $u'$ and $w'$ at these bonds then have no effect. With $S=-3.1498$ and $G=-2.0364$ eV$^{1/2}$, $K=-0.9850$ and $H=-1.4255$ eV$^{1/2}$/Å, the angular energy at this shift is $1.9\,e^2$ eV per atom, against $18.2\,e^2$ eV at $s=0$. Divided by $2\Omega e^2$ with $2\Omega=54.76$ Å$^3$, these are 0.035 and 0.333 eV/Å$^3$. The first matters because the embedded-atom part prefers nearly the same shift: with nearest neighbours alone, zero pressure means $\Phi'/2+F'\rho'=0$ at the bond length, so the second-order energy depends only on the first-order changes of bond length and, if $\Phi''/2+F'\rho''>0$ there, is lowest at $s=-2de$. If the embedded-atom minimum lay exactly there, the relaxed shift could not exceed 0.035 eV/Å$^3$. Further neighbours move that minimum from $s=-3.01\,e$ to $-3.13\,e$ Å, where the angular energy sets the bound at 0.040 eV/Å$^3$; the relaxed shift found, 0.030 eV/Å$^3$, lies below it.

The constant $C'$ changes from −0.011 to 0.013 eV/Å$^3$. Without angular terms this crystal is unstable to both shears; with them both constants are positive, though small. This does not establish stability against vibrations of shorter wavelength, which were not examined.

The signs found in these cases hold for every cubic crystal with cubic sites, provided the embedded-atom reference is stable against internal shifts. The angular energy is a non-negative quadratic form in strain and shifts. Adding it cannot lower the energy at any shift, and so cannot lower the minimum over shifts at a given shear strain. Hence $\Delta C'\ge0$ and $\Delta C_{44}\ge0$ after relaxation too. Hydrostatic strain causes no shifts, so the bulk modulus is unchanged, $\Delta\mathcal K=0$. From $3\mathcal K=C_{11}+2C_{12}$ and $C_{11}=C_{12}+2C'$ follows $C_{12}=\mathcal K-\frac23C'$, and therefore

$$
\Delta(C_{12}-C_{44})=-\frac23\Delta C'-\Delta C_{44}\le0 .
$$

If some sites are not cubic, $\boldsymbol\mu$ or $Q$ may be nonzero in the reference crystal. The second derivative of $\frac12Q{:}Q$ then also contains $Q$ times the second-order change of $Q$, which can have either sign, and the inequality is no longer assured.

## Values computed for the example and the checks

```
r0 = 2.8 A, cutoff = 5.5 A, embedding amplitude = 1.5 eV
pair: amplitude 0.4 eV, decay 10.0
density: amplitude 1.0 (no unit), decay 5.0
dipole: amplitude 0.1 eV^0.5/A, decay 10.0
quadrupole: amplitude 0.07 eV^0.5/A^2, decay 10.0
largest angular energy, cubic sites: 2.2e-16 eV/atom
P2_13, a = 4 A, x = 0.10: dipole energy: 0.0236 eV/atom
P2_13, a = 4 A, x = 0.10: quadrupole energy: 0.1460 eV/atom
fcc lattice constant: 3.9501 A
fcc volume per atom: 15.4082 A^3
fcc energy: -2.3665 eV/atom
fcc lambda_xx: 0.9191 eV^0.5
fcc nu: 2.7574 eV^0.5
fcc lambda:lambda/2: 1.2672 eV
fcc nu^2/6: 1.2672 eV
fcc A: -5.6031 eV^0.5
fcc B: -2.7597 eV^0.5
fcc P: -1.0051 eV^0.5
fcc S: -3.6812 eV^0.5
fcc V: -12.1679 (no unit)
fcc F'': 0.03295 eV
fcc C11: EAM 0.9241, quadrupole 0.0437, total 0.9678 eV/A^3
fcc C12: EAM 0.6650, quadrupole -0.0219, total 0.6432 eV/A^3
fcc C44: EAM 0.3484, quadrupole 0.4397, total 0.7882 eV/A^3
fcc C': EAM 0.1295, total 0.1623 eV/A^3
fcc bulk modulus: EAM 0.7514, total 0.7514 eV/A^3
fcc Cauchy pressure, EAM: 0.3166 eV/A^3 = 50.7 GPa
fcc Cauchy pressure, shift: -0.4616 eV/A^3 = -74.0 GPa
fcc Cauchy pressure, total: -0.1450 eV/A^3 = -23.2 GPa
w amplitude for zero Cauchy pressure: 0.05798 eV^0.5/A^2
compressed fcc lattice constant: 3.7526 A
compressed fcc pressure: 0.1814 eV/A^3
compressed fcc Cauchy shift: -1.1823 eV/A^3
compressed fcc C12-C44, Lagrangian: -0.7969 eV/A^3
diamond-structure lattice constant: 6.0281 A
diamond-structure volume per atom: 27.3816 A^3
diamond-structure P: 1.1573 eV^0.5
diamond-structure S: -3.1498 eV^0.5
diamond-structure G: -2.0364 eV^0.5
diamond-structure K: -0.9850 eV^0.5/A
diamond-structure H: -1.4255 eV^0.5/A
diamond-structure C': EAM -0.0114, total 0.0130 eV/A^3
diamond-structure clamped C44: EAM 0.1515, dipole 0.1515, quadrupole 0.1812 eV/A^3
diamond-structure relaxed C44: EAM -0.0272, total 0.0032 eV/A^3
```
